# Image and cosine series for transient stress in a blocked line

## The decision: which series, and how many terms

A calculation of electromigration voiding asks for the stress in an interconnect at many times, often inside a root search for the moment when a threshold is reached. The programmer must decide which of two infinite series to sum at each time and where to cut it. Near the start a cosine series needs many terms; late in the test a sum over image sources does. Error bounds for both fix a switching time and the number of terms on each side of it.

## The model and its scaling

A straight line occupies $0\le x\le L$. Atoms cannot pass either end. Electrons flow towards $+x$, so $x=0$ is the cathode. Stress $\sigma$ is positive in tension and starts at the uniform value $\sigma_T$. The diffusivity $D$, effective modulus $B$, atomic volume $\Omega$, temperature $T$ and current density $j$ are constant.

Tension lowers the chemical potential of an atom by $\Omega\sigma$, so a stress gradient exerts the force $\Omega\,\partial\sigma/\partial x$. The electron wind adds $F=eZ\rho j$, where $\rho$ is the resistivity and $Z$, $j$ are magnitudes. With mobility $D/kT$ and concentration $C\simeq1/\Omega$, the atomic flux is

$$J=\frac{D}{\Omega kT}\left(\Omega\frac{\partial\sigma}{\partial x}+F\right).$$

Loss of atoms produces tension: $d\sigma=-B\,dC/C$. With $\partial C/\partial t=-\partial J/\partial x$ this gives

$$\frac{\partial\sigma}{\partial t}=B\Omega\frac{\partial J}{\partial x}=\kappa\frac{\partial^2\sigma}{\partial x^2},\qquad \kappa=\frac{DB\Omega}{kT}.$$

The constant $F$ drops out of the derivative but stays in the end conditions. There $J=0$ requires $\partial\sigma/\partial x=-G$ with $G=F/\Omega$.

Define $\xi=x/L$, $\tau=\kappa t/L^2$ and $s=(\sigma-\sigma_T)/(GL)$. Both sides of the diffusion equation acquire the factor $G\kappa/L$, and $\partial\sigma/\partial x=G\,s_\xi$. Hence

$$s_\tau=s_{\xi\xi},\qquad s_\xi(0,\tau)=s_\xi(1,\tau)=-1,\qquad s(\xi,0)=0 .$$

The end gradients hold for $\tau>0$; the uniform initial state does not satisfy them. All errors in $s$ below are absolute, so they are stress errors in units of $GL$.

The solution is unique. The difference $d$ of two solutions has zero end gradients, so $\frac{d}{d\tau}\int_0^1 d^2\,d\xi=-2\int_0^1 d_\xi^2\,d\xi\le0$, and $d$ starts at zero. The function $-s(1-\xi,\tau)$ satisfies the same equation, end conditions and initial condition. It therefore equals $s(\xi,\tau)$: the stress change is odd about the midpoint.

## The cosine series

A steady state has slope $-1$, and oddness makes it $\tfrac12-\xi$. Write $s=\tfrac12-\xi-v$. Then $v$ obeys the diffusion equation with $v_\xi=0$ at both ends and $v(\xi,0)=\tfrac12-\xi$. The functions $\cos n\pi\xi$ meet these end conditions and decay as $e^{-n^2\pi^2\tau}$. The mean of $\tfrac12-\xi$ is zero, so there is no $n=0$ term. For $n\ge1$, integration by parts gives

$$a_n=2\int_0^1\left(\tfrac12-\xi\right)\cos n\pi\xi\,d\xi
=\frac{2}{n\pi}\int_0^1\sin n\pi\xi\,d\xi=\frac{2(1-\cos n\pi)}{(n\pi)^2}.$$

The boundary term vanished because $\sin n\pi\xi=0$ at both ends. Even $n$ gives zero and odd $n$ gives $4/(n\pi)^2$, so

$$s=\tfrac12-\xi-\sum_{n=1,3,5,\dots}\frac{4}{n^2\pi^2}\cos(n\pi\xi)\,e^{-n^2\pi^2\tau}.\tag{1}$$

## The image series

Let $\bar s(\xi,p)$ be the Laplace transform in $\tau$, and $q=\sqrt p$ with $p>0$. Since $s$ starts at zero, $\bar s''=q^2\bar s$, with $\bar s'=-1/p$ at both ends. The odd solution is $A\sinh[q(\tfrac12-\xi)]$. Its slope at either end is $-Aq\cosh(q/2)$, which fixes $A$:

$$\bar s=\frac{\sinh[q(\frac12-\xi)]}{pq\cosh(q/2)}
=\frac{e^{-q\xi}-e^{-q(1-\xi)}}{p^{3/2}\,(1+e^{-q})}.$$

The second form follows on multiplying numerator and denominator by $2e^{-q/2}$. Because $e^{-q}<1$, the geometric series $1/(1+e^{-q})=\sum_{m\ge0}(-1)^me^{-mq}$ converges. What remains is to invert $e^{-qa}/p^{3/2}$.

Take $g(a,\tau)=e^{-a^2/4\tau}/\sqrt{\pi\tau}$, which obeys $g_\tau=g_{aa}$ and vanishes at $\tau=0$ for $a>0$. Its transform therefore obeys $\bar g''=q^2\bar g$ and, being bounded in $a$, is proportional to $e^{-qa}$. At $a=0$ the substitution $\tau=u^2$ gives $\frac{2}{\sqrt\pi}\int_0^\infty e^{-pu^2}du=1/q$. So $\bar g=e^{-qa}/q$. Division by $p$ corresponds to integration from time zero, so the required inverse is $\int_0^\tau g\,d\tau'$. This integral is

$$f(a)=2\sqrt\tau\,\operatorname{ierfc}z,\qquad z=\frac{a}{2\sqrt\tau},\qquad
\operatorname{ierfc}z=\frac{e^{-z^2}}{\sqrt\pi}-z\operatorname{erfc}z .$$

To verify it, use $\operatorname{ierfc}'z=-\operatorname{erfc}z$ and $\partial z/\partial\tau=-z/2\tau$:

$$\frac{\partial f}{\partial\tau}=\frac{\operatorname{ierfc}z+z\operatorname{erfc}z}{\sqrt\tau}=\frac{e^{-z^2}}{\sqrt{\pi\tau}}=g,\tag{2}$$

and $f\to0$ as $\tau\to0$. Therefore

$$s=\sum_{m=0}^{\infty}(-1)^m\left[f(m+\xi)-f(m+1-\xi)\right].\tag{3}$$

The $m=0$ terms are the responses of two half-lines, tensile from the cathode and compressive from the anode. Later terms are their reflections. The end condition shows why the signs alternate. Since $\partial f/\partial a=-\operatorname{erfc}z$, the slope of (3) at $\xi=0$ is

$$s_\xi(0)=-\sum_{m=0}^\infty(-1)^m\left[\operatorname{erfc}\frac{m}{2\sqrt\tau}+\operatorname{erfc}\frac{m+1}{2\sqrt\tau}\right]=-\operatorname{erfc}0=-1 .$$

The sum telescopes. Without the alternation every term would add, and the end would leak atoms.

Series (1) and (3) solve the same problem with a unique solution, so they are equal for every $\tau>0$.

## Truncation errors

**Images.** Keep $m=0,\dots,M-1$, which I call $M$ levels; they cost $2M$ evaluations of $f$. The remainder is $(-1)^M(P-Q)$, where

$$P=\sum_{k\ge0}(-1)^kf(M+k+\xi),\qquad Q=\sum_{k\ge0}(-1)^kf(M+k+1-\xi).$$

Since $f$ is positive and decreases with $a$, each alternating sum lies between zero and its first term. The difference of two non-negative numbers is no larger in magnitude than the greater of them, so

$$|\text{image error}|\le f(M)\quad\text{for all }\xi .\tag{4}$$

By (2) this bound grows with time. For large $z$, $\operatorname{erfc}z\simeq \frac{e^{-z^2}}{\sqrt\pi z}\left(1-\frac1{2z^2}\right)$. The leading parts of $\operatorname{ierfc}z$ cancel, leaving $e^{-z^2}/(2\sqrt\pi z^2)$. With $z^2=M^2/4\tau$,

$$f(M)\simeq\frac{4\tau^{3/2}}{\sqrt\pi M^2}\,e^{-M^2/4\tau}.$$

**Cosines.** Keep $N$ terms, $n=1,3,\dots,2N-1$. Every omitted cosine equals one at $\xi=0$, so the largest error is the sum of omitted amplitudes, and it occurs at the ends. Successive exponents differ by $[(n+2)^2-n^2]\pi^2\tau=4(n+1)\pi^2\tau\ge8(N+1)\pi^2\tau$. A geometric series then gives

$$|\text{cosine error}|\le\frac{4}{(2N+1)^2\pi^2}\,\frac{e^{-(2N+1)^2\pi^2\tau}}{1-e^{-8(N+1)\pi^2\tau}} .\tag{5}$$

This bound falls with time.

**Switching time.** Equating the leading exponents, $M^2/4\tau=(2N+1)^2\pi^2\tau$, gives

$$\tau^*=\frac{M}{2\pi(2N+1)},\qquad\text{common exponent}=\frac{\pi M(2N+1)}{2}.\tag{6}$$

Use images for $\tau\le\tau^*$ and cosines afterwards. Because one bound rises and the other falls, the larger of the two at $\tau^*$ bounds the error at all times.

The prefactors displace the true crossing a little. For $M=N=2$ they are about 0.0091 for the images and 0.0162 for the cosines at $\tau^*=0.06366$. From the exponents alone, the logarithm of the error ratio has slope $M^2/4\tau^2+(2N+1)^2\pi^2\simeq493$ there. The expected delay is $\ln(0.0162/0.0091)/493\simeq0.0012$; the measured crossing, 0.06497, is later by 0.0013. For $M=N=1$ the crossing is at 0.05681 against the rule's 0.05305, a 7 % shift. The error bound remains valid when the switch misses the crossing, but the miss has a modest cost: in these two cases the worst error is about 40 % larger than with a switch at the true crossing.

The combined method was compared with 800 cosines before the switch and 40 image levels after it, from $\tau=10^{-4}$ to about 2, at 101 positions:

- $M=N=1$: worst error $4.0\times10^{-4}$, equal to the bound at this precision.
- $M=N=2$: worst error $2.4\times10^{-9}$, again equal to the bound.
- $M=N=3$: worst difference $1.2\times10^{-15}$, with a truncation bound of $3.9\times10^{-17}$.

In the last case truncation cannot account for the difference, which is rounding, mostly in the long reference sum. More terms would not improve the absolute accuracy in double precision.

Either series used alone becomes expensive at its wrong end. For an error below $10^{-10}$ the cosines number 7, 19 and 59 at $\tau=10^{-2}$, $10^{-3}$ and $10^{-4}$. The bound (4) asks for 9 image levels at $\tau=1$ and 29 at $\tau=10$. Holding the exponents fixed explains the trend: $N$ grows roughly as $\tau^{-1/2}$ and $M$ as $\tau^{1/2}$.

## The overlap check, and what it cannot see

For a tolerance $\varepsilon$ there may be a window of times in which both series meet it. Inside it they must agree within $2\varepsilon$, by the triangle inequality. With $M=N=3$ and $\varepsilon=10^{-10}$ the window runs from $\tau=0.0377$ to $0.1222$, with $\tau^*=0.0682$ well inside. The largest mismatch found there is $1.0\times10^{-10}$. At 0.8 times the lower edge it is $3.8\times10^{-9}$, and at 1.25 times the upper edge $5.5\times10^{-9}$, so the check does fail where it should.

The largest mismatch is close to $\varepsilon$, not $2\varepsilon$, because it occurs at an edge of the window, where one series has error $\varepsilon$ and the other is far more accurate. Where the two errors are comparable, their signs matter. At $\xi=0$ the truncated cosine series is too high, because positive terms that should be subtracted are missing. For odd $M$ the truncated image sum is also too high there: its first omitted contribution is $-f(M)$. The two errors therefore partly cancel in the comparison. For even $M$ they add.

The position of the comparison matters. With all image signs made positive, the three-level sum at $\xi=0$ changes by $2[f(1)-f(2)]$. At $\tau^*$ the mismatch with the cosines is then $1.53\times10^{-3}$, far above tolerance. At the midpoint it is $10^{-17}$, because both sums vanish there by symmetry. Compare at an end.

Nor can the overlap detect a fault shared by both series, such as a wrong end condition, $\kappa$ or $G$. That needs a calculation that starts further back. A finite-volume solution of the scaled problem, with the total flux set to zero at the end faces, was compared with the combined method at $\tau=0.01$, 0.05 and 0.2. The largest difference was $1.73\times10^{-5}$ with 100 cells and $4.32\times10^{-6}$ with 200. The fourfold fall is the second-order grid error. Numerical inversion of $\bar s$ at three points agreed to double-precision rounding; this tests the inversion and the sums, but not the end conditions built into $\bar s$.

## Rounding in the image terms

The two parts of $\operatorname{ierfc}z$ nearly cancel at large $z$. Use the scaled function $\operatorname{erfcx}z=e^{z^2}\operatorname{erfc}z$:

$$\operatorname{ierfc}z=e^{-z^2}\left[\frac1{\sqrt\pi}-z\operatorname{erfcx}z\right].$$

The bracket is about $1/(2\sqrt\pi z^2)$, so subtraction magnifies its relative rounding error by about $2z^2$. This is mild, and the factor $e^{-z^2}$ makes the absolute error negligible.

At $\xi=0.3$, $\tau=0.0005$ we have $z^2=45$. A 60-digit calculation gives $s=7.771323\times10^{-24}$, and the image sum reproduces all these digits. In double precision 200 cosines return $2.8\times10^{-17}$, which is rounding noise left by cancellation against $\tfrac12-\xi$. Such a stress has no practical weight, but the distinction matters if its logarithm or relative change is used.

## Two limits at the cathode

At $\xi=0$ equation (3) reads $s=f(0)-2f(1)+2f(2)-\cdots$. Early on the first term suffices:

$$s(0,\tau)\simeq2\sqrt{\tau/\pi},\qquad \tau\simeq\frac{\pi s^2}{4},\qquad t\simeq\frac{\pi(\Delta\sigma)^2}{4\kappa G^2},\tag{7}$$

where $\Delta\sigma=\sigma-\sigma_T$. The length has cancelled: the cathode has not yet felt the anode. Late in the process the first cosine dominates:

$$s(0,\tau)\simeq\frac12-\frac4{\pi^2}e^{-\pi^2\tau},\qquad
\tau\simeq\frac1{\pi^2}\ln\frac{4/\pi^2}{\frac12-s}.\tag{8}$$

Both formulas overestimate the stress. In (7) the omitted alternating sum starts with the negative term $-2f(1)$; in (8) the omitted terms are all negative. Each therefore gives a lower bound on the time to reach a given stress, and the larger bound is the better one.

If a void requires the stress $\sigma_c$, the steady state reaches it only when $GL/2\ge\sigma_c-\sigma_T$. Inserting $G=eZ\rho j/\Omega$ gives the critical product

$$(jL)_c=\frac{2\Omega(\sigma_c-\sigma_T)}{eZ\rho}.$$

This holds for a blocked, initially void-free line with uniform initial stress and a single threshold.

## A copper line in a low-k dielectric

Consider an accelerated test at 573 K and 1 MA/cm² on a line 50 µm long, 100 nm wide and 200 nm high. The other inputs are rough typical values: $\rho=4$ µΩ cm, $Z=1$, $\Omega=0.0118$ nm³, $B=10$ GPa, $D=10^{-12}$ cm²/s, $\sigma_T=20$ MPa and $\sigma_c=100$ MPa.

The wind force is $(1.602\times10^{-19})(4\times10^{-8})(10^{10})=6.41\times10^{-17}$ N. Division by $\Omega$ gives $G=5.43$ MPa/µm and $GL=271.6$ MPa. With $kT=7.91\times10^{-21}$ J,

$$\kappa=\frac{(10^{-16})(10^{10})(1.18\times10^{-29})}{7.91\times10^{-21}}=1.49\times10^{-15}\ \mathrm{m^2/s},$$

so $L^2/\kappa=465.6$ h. For $M=N=3$ the switch falls at 31.8 h.

The cathode stress is 34 MPa after 1 h, 65 MPa after 10 h and 143 MPa after 100 h; its limit is $20+271.6/2\simeq156$ MPa. At 1 h the stress 5 µm from the cathode is 21 MPa, barely changed. The anode then stands at 6 MPa, as far below 20 MPa as the cathode is above it. By 100 h the anode is at $-103$ MPa.

The threshold requires $s=80/271.6=0.2946$. The root is $\tau=0.06891$, just past the switch, and the time is $0.06891\times465.6=32.1$ h. Formula (7) gives 31.7 h and (8) gives 32.06 h, both below the root at 32.08 h, as derived. The product $jL=5000$ A/cm exceeds the critical 2946 A/cm, so the model does predict a void. A simulation in SI units from the atomic flux, with 200 cells, gives 32.08 h and so checks $\kappa$ and $G$ as well.

For this line one level and one cosine already limit the stress error to $4.0\times10^{-4}\times271.6\simeq0.11$ MPa. The larger sets are useful when a root search or numerical derivative crosses the switch, since they shrink the jump between branches.

The neglected effects are far larger than the numerical error for $M=N=3$. Against the error for $M=N=1$, the thermal effects in an isolated line are only a few times larger:

- **Stress-dependent diffusion.** Let $D$ grow as $\exp[\Omega(\sigma-\sigma_T)/kT]$. The simulated time falls to 31.4 h, or by 2.0 %.
- **Joule heating.** Let the heat pass straight down through 0.5 µm of dielectric with conductivity 0.3 W/(m K). The rise is $j^2\rho h\,d/k_d=1.33$ K, where $h$ is the line height, $d$ the dielectric thickness and $k_d$ its conductivity. This is an upper bound for one heated level above a fixed-temperature base, and a loose one: the line is much narrower than the dielectric is thick, so for an isolated line sideways spreading lowers the rise about tenfold, to roughly 0.1 K. With an activation energy of 0.9 eV, $D$ would rise by 4.3 % at the bound and by correspondingly less for an isolated line.
- **Thermomigration.** If the ends stay cool, balancing the thermal force $(Q/T)\,dT/dx$ against $\Omega\,d\sigma/dx$ gives a stress difference of magnitude $Q\Delta T/(\Omega T)$. For a rough heat of transport $Q=0.1$ eV and the full 1.33 K it is 3.2 MPa; for the rise of roughly 0.1 K in an isolated line it is about 0.3 MPa.
- **Volume strain.** The steady change at the ends is $135.8/10\,000=1.36$ %, which supports treating $C$ as constant at this level.

Real copper lines also break the assumption of a uniform, known $D$: it depends on the cap interface and the grain structure, and can vary along the line. That variation is not simulated here. A measure of the sensitivity is an activation-energy error of 0.05 eV at fixed prefactor, which changes $D$ by a factor of 2.75 and moves 32 h to about 12 h or 88 h. The effective modulus and the threshold are also uncertain; a 10 % larger $\Delta\sigma$ lengthens the time by about 23 % here, by (8), slightly more than the 21 % that (7) gives for a cathode that has not yet felt the anode. Errors in $Z$ or the threshold can even decide whether a void forms. With the other inputs fixed, the model predicts none if $Z$ is below $2946/5000\simeq0.59$, or if $\sigma_c$ exceeds the steady cathode stress of 156 MPa. The result is best read as a few tens of hours for these inputs, not as a lifetime of a particular product.

The formulas cease to apply when a void opens, because the cathode is then no longer a blocked end of an intact line. They also fail if plastic flow relieves the stress, or if the current or temperature changes during the test. A non-uniform initial stress needs new cosine coefficients and different image terms. The remaining numerical values are in the numerical output.

## Computed values

```
finite-volume difference, 100 cells: 1.73e-05
finite-volume difference, 200 cells: 4.32e-06
largest difference from Laplace inversion: 1.7e-18
M=N=1: tau* rule 0.05305, true crossing 0.05681
M=N=2: tau* rule 0.06366, true crossing 0.06497
M=N=1: tau* 0.05305, worst error 4.0e-04, bound 4.0e-04
M=N=2: tau* 0.06366, worst error 2.4e-09, bound 2.4e-09
M=N=3: tau* 0.06821, worst error 1.2e-15, bound 3.9e-17
overlap window for error 1e-10: tau 0.0377 to 0.1222
largest mismatch inside window: 1.0e-10
mismatch at 0.8 x lower edge: 3.8e-09
mismatch at 1.25 x upper edge: 5.5e-09
wrong image signs: mismatch at end 1.53e-03, at middle 1e-17
cosines needed for 1e-10 at tau=1e-02: 7
cosines needed for 1e-10 at tau=1e-03: 19
cosines needed for 1e-10 at tau=1e-04: 59
image levels needed for 1e-10 at tau=1: 9
image levels needed for 1e-10 at tau=10: 29
s(0.3, 0.0005), 60 digits: 7.771323e-24
same, images: 7.771323e-24; 200 cosines: 2.8e-17
line: L 50 um, width 100 nm, height 200 nm
T 573 K, j 1.0 MA/cm2, rho 4.0 uOhm cm
Z 1.0, Omega 0.0118 nm3, B 10 GPa
D 1.0e-12 cm2/s, kappa 1.492e-11 cm2/s
initial stress 20 MPa, threshold 100 MPa
G 5.431 MPa/um, G L 271.6 MPa
L^2/kappa 465.6 h, tau* at 31.76 h
steady cathode stress 155.8 MPa
t 1 h, tau 0.00215: sigma(0, 5, 50 um) = 34.20, 20.98, 5.80 MPa
t 10 h, tau 0.02148: sigma(0, 5, 50 um) = 64.91, 42.88, -24.91 MPa
t 100 h, tau 0.21479: sigma(0, 5, 50 um) = 142.57, 116.06, -102.57 MPa
t 1000 h, tau 2.14786: sigma(0, 5, 50 um) = 155.78, 128.62, -115.78 MPa
threshold: s 0.29460, tau 0.06891, time 32.083 h
half-line estimate 31.736 h, one-cosine 32.060 h
jL 5000 A/cm, critical jL 2946 A/cm
atom-balance simulation: 32.082 h
with D growing as exp(Omega sigma/kT): 31.448 h (-2.0 %)
dielectric: 0.3 W/(m K), 0.5 um thick
Joule heating, upper bound 1.33 K
D change from it 4.3 % (activation 0.9 eV)
thermomigration stress 3.2 MPa (heat of transport 0.1 eV)
steady volume strain at ends 1.36 %
D factor for 0.05 eV activation error 2.75
```
